\section*{Adventitious carbon at 284.8 eV and the vacuum level in XPS}

\section*{Question}

I measure X-ray photoelectron spectra of thin conducting films that have been in air. Each carries a thin layer of adventitious carbon. My procedure is to shift every spectrum until the C~1s line of that layer sits at 284.8~eV, and then to read all binding energies as energies below the Fermi level.

On a grounded palladium film this moves the metallic Fermi edge away from zero. On other conductors the required shift is different, although the carbon looks the same and nothing is charging. If the carbon is the same substance everywhere, why is its line not at the same energy? And does the procedure at least work for samples that do charge?

\section*{Answer}

The same carbon can have the same ionization energy on every sample and still appear at different binding energies, because the two energies are counted from different zeros. A weakly bound layer keeps its core level at a fixed distance from the local vacuum level. The spectrometer counts from the Fermi level. If the layer is uncharged and has no dipole on top, the distance between these zeros is the work function, which depends on the sample.

\subsection*{What the spectrometer measures}

Let the sample and analyser be grounded together, so that they share a Fermi level, and take that level as the zero of electron energy. Let $\phi$ be the work function of the sample \emph{with its carbon layer}, and $\phi_a$ that of the analyser. An electron at rest just outside the sample then has energy $\phi$; at rest just outside the analyser it has energy $\phi_a$.

If the electron leaves the sample surface with kinetic energy $K_s$ and arrives with $K_a$, energy conservation in the gap gives
\begin{equation}
K_s+\phi=K_a+\phi_a .
\end{equation}
The binding energy relative to the Fermi level, counted positive, is therefore
\begin{equation}
E_B^F=h\nu-K_a-\phi_a=h\nu-K_s-\phi .
\label{eq:fermi}
\end{equation}
The analyser work function has cancelled. An electron from the sample's Fermi level has $K_s=h\nu-\phi$, so it appears at $E_B^F=0$, as it must.

Now consider a carbon atom at a place where the electrostatic potential energy of an electron, on the same energy scale, is $U_i$. This is the local vacuum level. Let $E_V$ be the C~1s binding energy relative to it. After absorbing a photon the electron has total energy $U_i-E_V+h\nu$. Just outside the surface its kinetic energy is this total minus $\phi$:
\begin{equation}
K_s=h\nu-E_V+U_i-\phi .
\end{equation}
Substitution in (\ref{eq:fermi}) gives
\begin{equation}
E_B^F=h\nu-(h\nu-E_V+U_i-\phi)-\phi=E_V-U_i .
\label{eq:local}
\end{equation}
Two questions remain: whether $E_V$ stays fixed when the potential changes, and what $U_i$ is.

\subsection*{Why the core level follows the local potential}

Place a neutral molecule in a region where the electric potential is raised uniformly by $V_0$. Its total charge is zero, so its energy does not change. With one core electron removed it has charge $+e$, and its energy rises by $eV_0$. The energy needed to take the electron to a distant zero therefore rises by $eV_0$. The local vacuum level for an electron falls by the same amount, so the energy measured from that level is unchanged.

A real dipole layer does not produce a perfectly uniform potential, so this was tested on methane near a remote sheet of dipoles. Self-consistent core-hole calculations (UHF/6-311G**) gave 291.02~eV for the free molecule and 291.51~eV near the sheet, both relative to the distant zero. The potential at the carbon nucleus was 0.49~V. Relative to the local vacuum level the second value is again 291.02~eV. The field of this sheet at the carbon is weak, about 0.1~V/nm; a uniform field of 4.5~V/nm changes the value by only 0.005~eV. These calculations leave out relativity and electron correlation, and the absolute value is not converged in the basis: bases with a flexible core (uncontracted 6-311G**, cc-pCVTZ) lower it by about 0.4~eV, to 290.6~eV. They test the response to a potential and do not calibrate a carbon layer.

\subsection*{Vacuum-level alignment}

Let $\phi_b$ be the clean work function plus the change caused by the interface dipole. Describe the layer as sheets at heights $z_j$ above the substrate, with relative permittivity $\varepsilon$ and $q_j$ positive elementary charges per unit area. With negligible field outside the layer, Gauss's law makes the field at height $z$ depend on the charge above it:
\begin{equation}
\mathcal E(z)=-\frac{e}{\varepsilon_0\varepsilon}\sum_{z_j>z}q_j .
\end{equation}
The minus sign means that positive charge above $z$ produces a field towards the substrate. The force on an electron is $-e\mathcal E=-dU/dz$, so $dU/dz=e\mathcal E$. Integrating from $U(0)=\phi_b$ up to $z_i$, sheet $j$ contributes over a length $\min(z_i,z_j)$:
\begin{equation}
U_i=\phi_b-\frac{e^2}{\varepsilon_0\varepsilon}\sum_jq_j\min(z_i,z_j).
\label{eq:layer}
\end{equation}

If the layer is uncharged, $U_i=\phi_b$ at every sheet. If there is also no dipole above the carbon, the level just outside is the same, so $\phi=\phi_b=U_i$. Equation (\ref{eq:local}) becomes
\begin{equation}
E_B^F=E_V-\phi .
\label{eq:main}
\end{equation}
For the same carbon on samples 1 and 2,
\begin{equation}
E_{B,2}^F-E_{B,1}^F=-(\phi_2-\phi_1).
\end{equation}
A larger work function means a lower apparent C~1s binding energy.

Forcing the line to 284.8~eV adds to every binding energy the shift
\begin{equation}
\delta=284.8~\mathrm{eV}-E_B^F
=284.8~\mathrm{eV}-E_V+\phi .
\label{eq:error}
\end{equation}
On a grounded conductor, whose scale was already correct, $\delta$ is entirely error. It vanishes at one work function, $\phi=E_V-284.8$~eV.

\subsection*{Your palladium film, and two other conductors}

Take $E_V=289.6$~eV, a model value chosen so that the rule is right at $\phi=4.8$~eV. For palladium use a rough clean work function of 5.3~eV and a chosen interface dipole step of $-0.7$~eV. Then
\begin{align}
\phi&=5.3-0.7=4.6~\mathrm{eV},\\
E_B^F&=289.6-4.6=285.0~\mathrm{eV},\\
\delta&=284.8-285.0=-0.2~\mathrm{eV}.
\end{align}
The rule puts the Fermi edge at $-0.2$~eV, as though the metal had occupied states 0.2~eV above its own Fermi level. A substrate line whose true binding energy is, say, 335.0~eV would be reported at 334.8~eV.

The work function must be that of the covered surface. Using the clean value would predict C~1s at $289.6-5.3=284.3$~eV, which is 0.7~eV too low, and would give $\delta$ the wrong sign.

Now keep the carbon fixed and change the conductor. A model conductor with covered work function 3.8~eV shows C~1s at 285.8~eV, so $\delta=-1.0$~eV. Another with 5.5~eV shows it at 284.1~eV, so $\delta=+0.7$~eV. If both contained an element with the same true binding energy, the rule would report a difference of 1.7~eV with no chemical cause.

Such a rigid shift leaves peak areas and separations within one spectrum unchanged. It damages chemical-state assignments based on absolute binding energies and comparisons between samples.

\subsection*{When the alignment law fails}

\paragraph{Charge transfer.} Equation (\ref{eq:main}) needs a layer whose occupied and empty levels stay well away from the Fermi level. In the example they lie, on average, 8.0 and 0.0~eV below the local vacuum level, with a Gaussian width of 0.4~eV. At 300~K the resulting potential shift is at most $2\times10^{-8}$~eV on the three conductors.

A narrow-gap layer behaves differently. With levels at 4.6 and 1.5~eV, a width of 0.15~eV and two molecules per nm$^2$ in each of four sheets, raising $\phi_b$ from 5.0 to 6.0~eV moves C~1s by only $-0.03$~eV. Electrons pass from the layer to the substrate, and the positive charge left behind lowers $U_i$ through (\ref{eq:layer}). The layer is then pinned to the Fermi level, and its C~1s energy is nearly independent of the \emph{uncharged} work function $\phi_b$.

The covered work function settles at about 4.2~eV in both cases. Equation (\ref{eq:main}) then predicts 285.4~eV, while both calculated lines lie slightly below the prediction, by less than 0.1~eV. The sign follows from (\ref{eq:layer}): positive charge in the outer sheets makes $U_i$ at deeper carbon higher than the level outside. Pinning can thus give a steady carbon line, but its position depends on the layer's levels and need not be 284.8~eV. The numbers belong to the chosen parameters: with 0.5 molecules per nm$^2$ the line moves by $-0.07$~eV, and with a width of 0.3~eV the covered work function is about 3.85~eV and the line lies 0.11 to 0.15~eV below the prediction. At $\phi_b=6.0$~eV about a fifth of the molecules in the first sheet are ionized and the field below that sheet is near 4~V/nm. The model still gives every carbon the same $E_V$, so this case shows the trend only.

\paragraph{A dipole above the carbon.} Suppose polar groups on top, treated as a uniform dipole layer, raise the outside level by $D$. Then $\phi=U_i+D$, and (\ref{eq:local}) gives
\begin{equation}
E_B^F=E_V-U_i=E_V-\phi+D .
\end{equation}
For $U_i=4.6$~eV and $D=0.3$~eV, the measured work function is 4.9~eV but C~1s stays at 285.0~eV. Equation (\ref{eq:main}) would predict 284.7~eV. A dipole below the carbon is included in $U_i$; one above it is not.

\paragraph{Screening by the substrate.} The core hole polarizes the substrate. Let $E_0$ be the hole's field normal to the interface, directed towards a substrate of permittivity $\varepsilon_s$. The induced interface charge subtracts a field $s$ on the layer side and adds $s$ on the substrate side. Continuity of the normal displacement requires
\begin{equation}
\varepsilon(E_0-s)=\varepsilon_s(E_0+s)
\quad\Rightarrow\quad
s=\beta E_0,\qquad
\beta=\frac{\varepsilon-\varepsilon_s}{\varepsilon+\varepsilon_s}.
\end{equation}
In the layer this is the field of an image charge $\beta e$ at distance $2z$ from the hole. The induced charge grows in proportion to the hole charge, which gives a factor $1/2$ in the energy:
\begin{equation}
W=\frac12\,\frac{\beta e^2}{4\pi\varepsilon_0\varepsilon(2z)}
=\frac{\beta e^2}{16\pi\varepsilon_0\varepsilon z}.
\end{equation}
For a metal, $\beta=-1$. Take carbon in four sheets at $z=0.4$, 0.8, 1.2 and 1.6~nm with $\varepsilon=2.3$, and weight each sheet by $\exp(-d/3~\mathrm{nm})$, where $d$ is its depth below the top sheet, to allow for the loss of photoelectrons on the way out. The average $W$ is then $-0.19$~eV. In this ideal-metal model it is the same for the same layer on every metal, so it can be absorbed in $E_V$. That $E_V$ then belongs to one layer thickness, because $W$ depends on $z$: a single sheet at 0.4~nm would give $-0.39$~eV. A conductor that screens less well than an ideal metal lowers the line less, so at the same $\phi$ the line lies somewhat higher. For the four-sheet layer a Thomas--Fermi screening length of 0.05 to 0.1~nm raises the line by 0.03 to 0.05~eV, while an image plane lying 0.05 to 0.1~nm outside the surface lowers it by 0.02 to 0.04~eV, so real metals can differ by a few hundredths of an eV. An oxide substrate, modelled with $\varepsilon_s=10$, screens less, which raises C~1s by 0.07~eV at the same $\phi$. The permittivity that matters is that of the fast electronic response, which in many oxides is well below 10. With $\varepsilon_s=4$ the same formula raises the line by 0.14~eV. These estimates omit the polarization at the outer surface of the layer, so they show only the size of the effect. With vacuum beginning 0.2~nm above the top sheet, the two shifts become 0.08 and 0.17~eV, and for a single sheet at 0.4~nm they are 0.18 and 0.38~eV.

\subsection*{Does the rule work for charging samples?}

It removes a uniform charging shift, but it leaves the error $\delta$. If the sample sits at potential $V_c$, all its electron levels fall by $eV_c$ relative to ground. The apparent carbon energy, the secondary-electron cutoff (the lowest energy of an escaping electron) and a substrate line of true energy $E_S$ become
\begin{align}
E_C&=E_V-\phi+eV_c,\\
E_{\mathrm{cut}}&=\phi-eV_c,\\
E_S'&=E_S+eV_c .
\end{align}
Moving C~1s to 284.8~eV gives the substrate line the value
\begin{equation}
E_S'+284.8~\mathrm{eV}-E_C
=E_S+284.8~\mathrm{eV}-E_V+\phi=E_S+\delta .
\end{equation}
The charging has cancelled; the work function has not.

Measuring the cutoff on the charged sample does not repair this, since $E_C$ and $E_{\mathrm{cut}}$ both contain the single combination $\phi-eV_c$. An uncharged sample with $\phi=3.8$~eV and one with $\phi=5.5$~eV charged to 1.7~V both give C~1s at 285.8~eV and a cutoff of 3.8~eV. Their own Fermi levels nevertheless appear at 0 and 1.7~eV. The sum $E_C+E_{\mathrm{cut}}$ equals $E_V$ when the alignment conditions hold. A change in it can come from the carbon, a dipole above it, charge transfer or substrate screening, and the sum does not tell which. Nor can it locate the Fermi level.

\subsection*{How far to trust this on real films}

The palladium work function is a rough figure for a clean film. Its interface dipole was chosen, and an air-exposed film may have a different one. The other two covered work functions were chosen to give a wide spread, not to represent typical samples. Real adventitious carbon is a mixture that can contain oxygen-bearing groups, so the assumptions of one fixed $E_V$ and no dipole on top are the ones most open to doubt. In the cases calculated here, a top dipole puts the prediction $E_V-\phi$ wrong by 0.3~eV, and a change of substrate screening moves the line by about 0.1 to 0.2~eV for four sheets and by up to about 0.4~eV for a single sheet. A change in carbon chemistry was not sized.

Carbon recoil, estimated for a free atom and neglecting the photon's momentum, takes about 0.055~eV from the photoelectron. At a fixed photon energy (here 1486.6~eV) and emission geometry it is the same on all three conductors and can be absorbed in $E_V$. The field between sample and analyser, caused by their different work functions, changes an electron's potential energy across the layer by at most about $2\times10^{-7}$~eV in the geometry used in the program.

For your grounded palladium film, put the measured Fermi edge at zero and let C~1s fall where it does. For a uniformly charged sample without a visible Fermi edge, C~1s may be set to $E_V-\phi$ if three conditions hold: $E_V$ has been established for the same kind and thickness of carbon on a grounded metal and corrected for the weaker screening if the sample is an insulator (otherwise expect an error of roughly 0.1 to 0.4~eV, larger for thinner carbon and lower substrate permittivity), $\phi$ of the covered surface is known independently of the charging, and the layer meets the alignment conditions above. Without that information, a position obtained by setting carbon to 284.8~eV is a position relative to carbon, not to the Fermi level. The numerical output below lists the values for each case.

\section*{Computed results}
\begin{verbatim}
photon energy 1486.6 eV; E_V 289.6 eV
analyser work function 4.4 eV
rule is right at phi = 4.80 eV
layer thickness 1.6 nm; T 300 K
layer permittivity 2.3 (relative)
layer levels: ionization 8.0, affinity 0.0, width 0.4 eV
low-phi model: clean 4.0, dipole -0.2 eV
  covered phi 3.80 eV; C 1s 285.80 eV
  rule error and Fermi edge -1.00 eV
Pd film (rough): clean 5.3, dipole -0.7 eV
  covered phi 4.60 eV; C 1s 285.00 eV
  rule error and Fermi edge -0.20 eV
  C 1s predicted from clean phi 284.30 eV
  substrate line: true 335.00 eV
  same line after rule 334.80 eV
high-phi model: clean 5.7, dipole -0.2 eV
  covered phi 5.50 eV; C 1s 284.10 eV
  rule error and Fermi edge +0.70 eV
C 1s spread between model conductors 1.70 eV
narrow gap, base 5.0: phi 4.17, C 1s 285.36 eV
  charge 0.198 e/nm^2; E_V-phi 285.43 eV
narrow gap, base 6.0: phi 4.18, C 1s 285.33 eV
  charge 0.485 e/nm^2; E_V-phi 285.42 eV
narrow-gap levels: ionization 4.6, affinity 1.5, width 0.15 eV
pinned C 1s change per 1 eV base change -0.03 eV
top dipole 0.3 eV: C 1s 285.00 eV
  departure from E_V-phi +0.30 eV
phi 3.8 eV, charging 0.0 V:
  C 1s 285.80, cutoff phi 3.80 eV
  own Fermi level appears at 0.00 eV
phi 5.5 eV, charging 1.7 V:
  C 1s 285.80, cutoff phi 3.80 eV
  own Fermi level appears at 1.70 eV
CH4 UHF/6-311G** C 1s, free 291.023 eV
CH4 near sheet, distant zero 291.510 eV
potential at carbon 0.488 V
CH4 near sheet, local vacuum 291.023 eV
Neglected effects for the example:
  metal screening of core hole -0.188 eV
  oxide (eps 10) minus metal +0.070 eV
  charge-transfer shift, at most 1.7e-08 eV
  carbon recoil, same on all 0.055 eV
  contact-field drop in layer 1.7e-07 eV
\end{verbatim}
